# The T-move upper bound for complex trial functions and spin-orbit potentials: verification in Python

```python
# Fixed-phase T-move bound. H Hermitian in an orthonormal basis x, trial psi = rho*exp(i Phi).
# A = Re(exp(-i Phi_x) H_xy exp(i Phi_y)). For real symmetric off-diagonals M the diagonal is
# M_xx = A_xx + sum_y (A-M)_xy rho_y/rho_x; T-moves take M_xy = min(A_xy, 0).
# Claim: E0(sector) <= E_FP <= <Psi_eff|H|Psi_eff> <= E_eff <= E_VMC, and
# phi.(M-A).phi = sum_{x<y} (A-M)_xy rho_x rho_y (phi_x/rho_x - phi_y/rho_y)^2.
# With continuous spin exp(+-is), H_s = -(d_s^2+1)/(2 mu), the bound needs small mu.
# Hartree atomic units.
import numpy as np, sympy as sp
from scipy.linalg import eigh
from scipy.constants import physical_constants
EV = physical_constants['Hartree energy in eV'][0]
rng = np.random.default_rng(7)

def show(label, val, unit=''): print(f"{label}: {val:.7g} {unit}")
def lowest(M):
    w, v = eigh(M, subset_by_index=[0, 0]); return w[0], v[:, 0]
def real_gauge(H, psi):
    ph = psi/abs(psi); return (ph.conj()[:, None]*H*ph[None, :]).real
def offdiag(M): return M - np.diag(np.diag(M))
def effective(A, Moff, rho):
    Moff = offdiag(Moff)
    return Moff + np.diag(np.diag(A) + (offdiag(A) - Moff) @ rho/rho)
def tmove(H, psi):
    A = real_gauge(H, psi); return effective(A, np.minimum(A, 0), abs(psi))
def herm(n):
    X = rng.normal(size=(n, n)) + 1j*rng.normal(size=(n, n)); return (X + X.conj().T)/2
def expect(H, s): return (s.conj() @ H @ s).real/(s.conj() @ s).real

# ---- random complex Hamiltonians
n, nsample, la_viol = 8, 300, 0
for _ in range(nsample):
    K, W = herm(n), herm(n); H = K + W
    psi = rng.normal(size=n) + 1j*rng.normal(size=n); rho = abs(psi); ph = psi/rho
    A = real_gauge(H, psi); He = tmove(H, psi)
    X = abs(rng.normal(size=(n, n))); Mlow = np.minimum(A, 0) - (X + X.T)
    phi = rng.normal(size=n); st = phi*ph
    for Mo in (np.minimum(A, 0), Mlow, X + X.T):
        lhs = phi @ effective(A, Mo, rho) @ phi - (st.conj() @ H @ st).real
        rhs = sum((A - Mo)[i, j]*rho[i]*rho[j]*(phi[i]/rho[i] - phi[j]/rho[j])**2
                  for i in range(n) for j in range(i + 1, n))
        assert abs(lhs - rhs) < 1e-9*(1 + abs(rhs))
    assert np.allclose(He @ rho/rho, (H @ psi/psi).real)
    E0, EFP = lowest(H)[0], lowest(A)[0]; Ee, v = lowest(He)
    assert np.all(np.diff([E0, EFP, expect(H, v*ph), Ee, expect(H, psi)]) > -1e-10)
    assert lowest(effective(A, Mlow, rho))[0] > Ee - 1e-10
    assert lowest(np.diag(np.diag(H).real) - abs(offdiag(H)))[0] < E0 + 1e-10
    la_viol += lowest(effective(A, np.minimum(real_gauge(K, psi), 0), rho))[0] < E0
assert la_viol > 0
print(f"random 8x8: locality approximation below E0 in {la_viol} of {nsample}")

# ---- two fermions, first-quantized space without imposed symmetry
d = 8; pairs = [(i, j) for i in range(d) for j in range(d) if i != j]
keep = [i*d + j for i, j in pairs]
Qa = np.zeros((d*d, d*(d - 1)//2))
for c, (i, j) in enumerate([p for p in pairs if p[0] < p[1]]):
    Qa[i*d + j, c], Qa[j*d + i, c] = 2**-0.5, -2**-0.5
m_eff, m_bos = [], []
for _ in range(40):
    h = -offdiag(np.ones((d, d))) + 0.5*herm(d)
    U = rng.random((d, d)); U = (U + U.T)/2
    H = np.kron(h, np.eye(d)) + np.kron(np.eye(d), h) + np.diag(U.ravel())
    o = eigh(h + 0.1*herm(d))[1]
    psi = ((np.outer(o[:, 0], o[:, 1]) - np.outer(o[:, 1], o[:, 0]))*np.exp(-0.2*U)).ravel()[keep]
    EF = lowest(Qa.T @ H @ Qa)[0]; Hk = H[np.ix_(keep, keep)]
    m_eff.append(lowest(tmove(Hk, psi))[0] - EF); m_bos.append(lowest(Hk)[0] - EF)
assert min(m_eff) > -1e-10 and max(m_bos) < 0
show("two fermions, 40 cases: min(E_eff - E_F)", min(m_eff), "Ha")
show("two fermions, 40 cases: max(E_unsymmetrized - E_F)", max(m_bos), "Ha")

# ---- kinetic energy: symbolic form and lattice limit on a ring of length 2 pi
x = sp.symbols('x', real=True); f, P = sp.Function('f')(x), sp.Function('P')(x)
gk = sp.exp(-sp.I*P)*(-sp.diff(sp.exp(sp.I*P)*f, x, 2)/2)
assert sp.simplify(sp.expand(gk - (-f.diff(x, 2)/2 + P.diff(x)**2*f/2
       - sp.I*(P.diff(x)*f.diff(x) + P.diff(x, 2)*f/2)))) == 0
xg = 2*np.pi*np.arange(256)/256; ks = np.arange(-20, 21)
Uk = np.fft.fft(0.5*np.cos(xg) + 0.5*(1 + 0.4*np.cos(xg))**2)/256
Eref = lowest(np.diag(ks**2/2.0) + Uk[(ks[:, None] - ks[None, :]) % 256])[0]
errs = []
for N in (64, 128):
    a = 2*np.pi/N; g = a*np.arange(N); S = np.roll(np.eye(N), 1, 1)
    H = (2*np.eye(N) - S - S.T)/(2*a*a) + np.diag(0.5*np.cos(g))
    errs.append(lowest(tmove(H, np.exp(0.3*np.cos(g) + 1j*(g + 0.4*np.sin(g)))))[0] - Eref)
assert abs(errs[0]/errs[1] - 4) < 0.1
show("ring V=0.5cos x, Phi=x+0.4sin x: continuum E_FP", Eref, "Ha")
show("lattice error ratio N=64/N=128", errs[0]/errs[1])

# ---- worked example: p1/2-like electron with separable spin-orbit potential
L, a, Z, es, ep, xi, sig, eta, th, zeta = 8, 1.0, 3.0, 1.0, -0.3, 0.2, 1.0, 0.8, 0.3, 1.2
print(f"lattice {L}^3, a={a} bohr, Z={Z}, core 1 bohr, projector width {sig} bohr")
print(f"eps_s={es} eps_p={ep} xi={xi} Ha; trial eta={eta} theta={th} zeta={zeta}/bohr")
c = (np.arange(L) - (L - 1)/2)*a
X, Y, Zc = [q.ravel() for q in np.meshgrid(c, c, c, indexing='ij')]
r2 = X**2 + Y**2 + Zc**2; n3 = L**3; I = np.eye(L); I2 = np.eye(2)
T1 = (2*I - np.eye(L, k=1) - np.eye(L, k=-1))/(2*a*a)
Hl = np.kron(np.kron(T1, I), I) + np.kron(np.kron(I, T1), I) + np.kron(np.kron(I, I), T1)
Hl = np.kron(I2, Hl + np.diag(-Z/np.sqrt(r2 + 1)))
gs = np.exp(-r2/(2*sig**2)); b0 = gs/np.linalg.norm(gs)
B = np.stack([X*gs, Y*gs, Zc*gs], 1); B /= np.linalg.norm(B, axis=0)
pauli = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]), np.diag([1, -1])]
LS = sum(np.kron(pauli[k]/2, np.array([[-1j*int(sp.LeviCivita(k, i, j)) for j in range(3)]
                                       for i in range(3)])) for k in range(3))
assert np.allclose(np.linalg.eigvalsh(LS), [-1, -1, .5, .5, .5, .5])
Bf = np.kron(I2, B)
War = np.kron(I2, es*np.outer(b0, b0) + ep*B @ B.T); Wso = xi*Bf @ LS @ Bf.T
H = Hl + War + Wso
ii, jj, kk = [q.ravel() for q in np.meshgrid(range(L), range(L), range(L), indexing='ij')]
rot = ((L - 1 - jj)*L + ii)*L + kk; inv = n3 - 1 - np.arange(n3)
def apply_rot(V):   # C4 about z with spin, divided by its eigenvalue for m_j = 1/2
    O = np.zeros_like(V); O[rot] = V[:n3]; O[n3 + rot] = 1j*V[n3:]; return O
rep = np.where((X > 0) & (Y > 0) & (Zc > 0))[0]; rep = np.concatenate([rep, n3 + rep])
def sector_basis(parity):   # orthonormal basis of m_j = 1/2 mod 4 with the given parity
    V = np.eye(2*n3, dtype=complex)[:, rep]
    V = (V + parity*V[np.concatenate([inv, n3 + inv])])/2; Qp = np.zeros_like(V)
    for _ in range(4): Qp += V/4; V = apply_rot(V)
    return Qp*np.sqrt(8)
Q, Qeven = sector_basis(-1), sector_basis(+1); Qs = abs(Q)
HQ = H @ Q; Hsec = Q.conj().T @ HQ
assert np.allclose(Q.conj().T @ Q, np.eye(len(rep))) and np.allclose(HQ, Q @ Hsec)
env = np.exp(-zeta*np.sqrt(r2 + 1))
psi = np.concatenate([Zc*env, eta*np.exp(1j*th)*(X + 1j*Y)*env]); psi /= np.linalg.norm(psi)
assert np.allclose(Q @ (Q.conj().T @ psi), psi)
rho = abs(psi); ph = psi/rho; A = real_gauge(H, psi); He = tmove(H, psi)
def sec(M): return lowest(Qs.T @ M @ Qs)
Eglob = lowest(H)[0]; wsec, vsec = eigh(Hsec); E0, E1 = wsec[:2]
Eeven = lowest(Qeven.conj().T @ H @ Qeven)[0]
# the repulsive s projector lifts the even level, so p1/2 is the global ground level
assert abs(Eglob - E0) < 1e-9 and Eeven > E0 + 1e-3
EFP = sec(A)[0]
Ee = lowest(He)[0]; e2, v = sec(He); phi = Qs @ v; phi *= np.sign(phi.sum())
assert abs(Ee - e2) < 1e-10 and phi.min() > 0
Epure, EV_ = expect(H, phi*ph), expect(H, psi)
assert np.all(np.diff([E0, EFP, Epure, Ee, EV_]) > 1e-8)
gq = phi/rho
excess = 0.5*np.sum(np.maximum(offdiag(A), 0)*np.outer(rho, rho)*(gq[:, None] - gq[None, :])**2)
assert abs(Ee - Epure - excess) < 1e-10
Eg = lambda gm: sec(effective(A, np.minimum(A, 0) - gm*np.maximum(A, 0), rho))[0]
dE = (Eg(1e-3) - Eg(-1e-3))/2e-3
assert abs(Ee - dE - Epure) < 1e-7
neg = lambda O: np.minimum(real_gauge(O, psi), 0)
Esplit = sec(effective(A, neg(Hl) + neg(War) + neg(Wso), rho))[0]
ELA = sec(effective(A, neg(Hl), rho))[0]
assert Ee - 1e-12 < Esplit < EV_
# projection built only from the complex ratios H_yx psi_x / psi_y
ratio = H*psi[None, :]/psi[:, None]; EL = ratio.sum(1); vr = offdiag(ratio.real)
dg = np.diag(H).real + np.maximum(vr, 0).sum(1); tau = 0.5/(dg.max() - EV_)
G = -tau*np.minimum(vr, 0).T + np.diag(1 - tau*(dg - EV_))
assert G.min() >= 0
w = rho**2; imV = w @ EL.imag
for _ in range(3000): w = G @ w; w /= w.sum()
assert abs(w @ EL.real - Ee) < 1e-8 and abs(imV) < 1e-12
for lab, val in [("E global ground", Eglob), ("E0 odd sector (p1/2)", E0),
                 ("E1 odd sector (p3/2)", E1), ("E lowest even (s-like)", Eeven), ("E_FP", EFP),
                 ("<Psi_eff|H|Psi_eff>", Epure), ("E_eff", Ee), ("E_VMC", EV_),
                 ("excess sum of squares", excess), ("dE/dgamma", dE),
                 ("E separate split", Esplit), ("E locality approx", ELA),
                 ("mixed Re E_L", w @ EL.real), ("mixed Im E_L", w @ EL.imag)]:
    show(lab, val, "Ha")
show("projection step tau", tau, "1/Ha")
for lab, val in [("E_FP-E0", EFP - E0), ("E_eff-E0", Ee - E0), ("E_VMC-E0", EV_ - E0)]:
    print(f"{lab}: {val:.6g} Ha = {val*EV:.5g} eV")
p0, p1 = Q @ vsec[:, 0], Q @ vsec[:, 1]
Eex, Eex1 = lowest(tmove(H, p0))[0], lowest(tmove(H, p1))[0]
assert abs(Eex - E0) < 1e-9
assert abs(Eex1 - E1) < 1e-9 and E1 > E0 + 1e-3
pert = np.concatenate([0.1*r2, 0.1*r2 + 1j])
q = [sec(tmove(H, p0*np.exp(dl*pert)))[0] - E0 for dl in (0.02, 0.01)]
assert q[1] > 0 and abs(q[0]/q[1] - 4) < 0.3
show("exact p1/2 trial: E_eff", Eex, "Ha")
show("exact p3/2 trial: E_eff", Eex1, "Ha")
show("error ratio, trial error 0.02 vs 0.01", q[0]/q[1])

# ---- continuous spin on a ring of radius 1 bohr, sector m_j = 3/2
M = 32; Nt = M//2; h = 2*np.pi/M; s = h*np.arange(M); t = 2*h*np.arange(Nt)
St, Ss = np.roll(np.eye(Nt), 1, 1), np.roll(np.eye(M), 1, 1)
tk = lambda m: (1 - np.cos(2*h*m))/(2*h)**2
hs3 = (np.cos(h) - np.cos(3*h))/h**2
mode = lambda m, k: np.outer(np.exp(1j*m*t), np.exp(1j*k*s)).ravel()
def Hext(mu, lam):
    Hx = np.kron((2*np.eye(Nt) - St - St.T)/(8*h*h), np.eye(M)) \
        + np.kron(np.eye(Nt), (2*np.cos(h)*np.eye(M) - Ss - Ss.T)/(2*mu*h*h))
    for j in range(Nt):
        Hx[j*M:(j + 1)*M, j*M:(j + 1)*M] += 2*lam*np.cos(s[:, None] + s[None, :] - t[j])/M
    return Hx
trial = lambda e: mode(1, 1) + e*mode(2, -1)
print(f"ring grid {Nt} x {M}; t(1)={tk(1):.6f} t(2)={tk(2):.6f} Ha; mu*H_s(n=3)={hs3:.6f}")
for mu in (4.0, 100.0):
    e = 0.02; aa, bb = hs3/mu - tk(1), tk(2) - tk(1)
    num = (lowest(tmove(Hext(mu, 0), trial(e)))[0] - tk(1))/e**2
    assert abs(num/(aa*bb/(aa + bb)) - 1) < 1e-2
    print(f"lam=0 mu={mu:g}: dE/eps^2={num:.5f}, ab/(a+b)={aa*bb/(aa+bb):.5f} Ha")
lam = 0.1; Ep, cv = lowest(np.array([[tk(1), lam], [lam, tk(2)]])); mustar = hs3/Ep
Hx = Hext(100.0, lam); ex = cv[0]*mode(1, 1) + cv[1]*mode(2, -1)
assert np.allclose(Hx @ ex, Ep*ex) and np.allclose(Hx @ mode(0, 3), hs3/100*mode(0, 3))
for mu in (2.0, 4.0, 6.0):
    assert mu < mustar
    for e in (0.1, 0.3, -0.3): assert lowest(tmove(Hext(mu, lam), trial(e)))[0] > Ep
print(f"lam={lam} Ha: E0 physical={Ep:.6f} Ha, threshold mu*={mustar:.4f} 1/Ha")
for mu in (4.0, 100.0):
    tr = trial(0.2); e, v = lowest(tmove(Hext(mu, lam), tr))
    wt = (abs(np.fft.fft((v*tr/abs(tr)).reshape(Nt, M), axis=1))**2).sum(0); wt /= wt.sum()
    assert wt[::2].sum() < 1e-12 and (e > Ep) == (mu < mustar)
    print(f"mu={mu:g} eps=0.2: E_eff={e:.6f} Ha, E_eff-E0={e-Ep:.6f} Ha = {(e-Ep)*EV:.4f} eV")
    print(f"   unphysical weight={1-wt[1]-wt[-1]:.5f}, E_VMC={expect(Hext(mu, lam), tr):.6f} Ha")
print("done: every assertion held")
```

Output:

```
random 8x8: locality approximation below E0 in 39 of 300
two fermions, 40 cases: min(E_eff - E_F): 0.01522894 Ha
two fermions, 40 cases: max(E_unsymmetrized - E_F): -3.466473 Ha
ring V=0.5cos x, Phi=x+0.4sin x: continuum E_FP: 0.09023598 Ha
lattice error ratio N=64/N=128: 4.000617 
lattice 8^3, a=1.0 bohr, Z=3.0, core 1 bohr, projector width 1.0 bohr
eps_s=1.0 eps_p=-0.3 xi=0.2 Ha; trial eta=0.8 theta=0.3 zeta=1.2/bohr
E global ground: -1.257327 Ha
E0 odd sector (p1/2): -1.257327 Ha
E1 odd sector (p3/2): -0.9831135 Ha
E lowest even (s-like): -0.6780997 Ha
E_FP: -1.250559 Ha
<Psi_eff|H|Psi_eff>: -1.25025 Ha
E_eff: -1.24727 Ha
E_VMC: -1.152478 Ha
excess sum of squares: 0.002979791 Ha
dE/dgamma: 0.002979791 Ha
E separate split: -1.246566 Ha
E locality approx: -1.306331 Ha
mixed Re E_L: -1.24727 Ha
mixed Im E_L: 0.004135523 Ha
projection step tau: 0.1230854 1/Ha
E_FP-E0: 0.00676808 Ha = 0.18417 eV
E_eff-E0: 0.0100564 Ha = 0.27365 eV
E_VMC-E0: 0.104849 Ha = 2.8531 eV
exact p1/2 trial: E_eff: -1.257327 Ha
exact p3/2 trial: E_eff: -0.9831135 Ha
error ratio, trial error 0.02 vs 0.01: 3.999736 
ring grid 16 x 32; t(1)=0.493607 t(2)=1.899282 Ha; mu*H_s(n=3)=3.872983
lam=0 mu=4: dE/eps^2=0.35519, ab/(a+b)=0.35483 Ha
lam=0 mu=100: dE/eps^2=-0.67183, ab/(a+b)=-0.67250 Ha
lam=0.1 Ha: E0 physical=0.486529 Ha, threshold mu*=7.9604 1/Ha
mu=4 eps=0.2: E_eff=0.516825 Ha, E_eff-E0=0.030296 Ha = 0.8244 eV
   unphysical weight=0.03701, E_VMC=0.586133 Ha
mu=100 eps=0.2: E_eff=0.451196 Ha, E_eff-E0=-0.035333 Ha = -0.9615 eV
   unphysical weight=0.11650, E_VMC=0.586133 Ha
done: every assertion held
```
